The Zemach Correction to the Hydrogen Hyperfine Splitting from the Dirac Equation

**Definitions and conventions**

Units are ħ = c = 1, with α = e²/4π and electron charge −e, e > 0. The nucleus has charge Ze, is held fixed, and has two spherical densities, each of unit integral: ρ_E(r) for its charge and ρ_M(r) for its magnetization. Its magnetic moment operator is μ. The electron has mass m and moves in the potential energy

V(r) = −Zα ∫ρ_E(r′)/|r−r′| d³r′.

Three further quantities are needed:

M(r) = ∫₀ʳ 4πs²ρ_M(s) ds, the fraction of the magnetization inside r,

U(r) = ∫ρ_E(r′)|r−r′| d³r′, the mean distance from r to the charge,

r_Z = ∬ρ_E(r′)ρ_M(r)|r−r′| d³r d³r′ = ∫ρ_M(r)U(r) d³r, the Zemach radius.

Let E_F be the hyperfine splitting of an s state for a point nucleus at leading order in Zα. The claim is that extended densities change the splitting to E_F(1+δ), with

δ = −2Zα m r_Z

to first order in nuclear size over Bohr radius and leading order in Zα. In ordinary units the right-hand side is multiplied by c/ħ. For Z = 1 this is −2r_Z/a, where a = 1/(αm) is the Bohr radius.

**Back-of-envelope argument**

The contact interaction measures the electron density where the magnetization sits. For a point charge the 1s density falls from its cusp as

exp(−2Zαmr) ≈ 1 − 2Zαmr.

If the charge is spread out, each element of it makes its own small cusp, and to first order these add. An element of magnetization at distance s from an element of charge then sees the density lowered by the fraction 2Zαms. Averaging s over both distributions gives r_Z, hence δ = −2Zαm r_Z. With r_Z near 1 fm and a near 53 000 fm, the shift is about −2/53 000, or −4×10⁻⁵.

This argument uses a Schrödinger wave function inside the proton, where its validity is doubtful. For an exponential density ρ = k³e^(−kr)/(8π), the potential energy at the centre is

V(0) = −α ∫₀^∞ 4πrρ dr = −(αk³/2) ∫₀^∞ r e^(−kr) dr = −αk/2.

For the proton parameters used below its depth is 2.97 MeV, while 2m is 1.02 MeV. The proton is also hundreds of times smaller than the reduced Compton wavelength, 386 fm. The derivation must therefore start from the Dirac equation.

**The hyperfine energy of a Dirac electron**

The magnetization μρ_M produces the vector potential

A = ∇×∫ μρ_M(r′)/(4π|r−r′|) d³r′ = ∇Φ×μ, Φ(r) = ∫ρ_M(r′)/(4π|r−r′|) d³r′.

By Gauss's law ∇Φ = −r̂M/(4πr²), so

A = (μ×r̂) M(r)/(4πr²).

The coupling is eα·A, where α in this product denotes the vector of Dirac matrices, not the fine-structure constant; it comes from replacing p by p + eA. For an s state with spinor χ write

ψ = (1/√4π) (gχ, i f σ·r̂ χ), ∫₀^∞ r²(g²+f²) dr = 1.

The two halves of the Dirac equation are σ·p ψ_lower = (E−m−V)ψ_upper and σ·p ψ_upper = (E+m−V)ψ_lower. Since r̂f has no curl, σ·∇(σ·r̂ f) = ∇·(r̂f) = f′ + 2f/r. With p = −i∇ this gives

f′ + 2f/r = (E−m−V) g,

g′ = −(E+m−V) f.

The interaction joins upper and lower components:

ψ†α·Aψ = (gf/4π) χ† i[σ·A, σ·r̂] χ.

From [σ·a, σ·b] = 2iσ·(a×b),

i[σ·(μ×r̂), σ·r̂] = −2σ·((μ×r̂)×r̂) = 2σ·μ − 2(σ·r̂)(μ·r̂).

The angular average of r̂ᵢr̂ⱼ is δᵢⱼ/3, which leaves (4/3)σ·μ. Integrating over the volume,

E_hfs = e ∫₀^∞ 4πr² (gf/4π)(M/(4πr²))(4/3)⟨σ·μ⟩ dr = (e/3π) ⟨σ·μ⟩ I, I = ∫₀^∞ g f M dr.

The spin factor does not depend on the nuclear structure, so the relative change of the splitting is the relative change of I. This is first order in the hyperfine interaction.

**The point nucleus**

Here M = 1. At leading order in Zα the integral I comes from distances of order a/Z, where the electron is nonrelativistic and f = −g′/(2m). Then

I₀ = −(1/2m) ∫₀^∞ g g′ dr = g₀²/(4m),

where g₀ is the nonrelativistic amplitude at the origin. With |φ(0)|² = g₀²/4π the energy becomes (e/3m)⟨σ·μ⟩|φ(0)|², the Fermi contact energy. For a proton, μ = μ_p σ_p, and ⟨σ·σ_p⟩ is 1 in the triplet and −3 in the singlet. The splitting is thus

E_F = (4e/3m) μ_p |φ(0)|² = (8/3) μ_B μ_p |φ(0)|², μ_B = e/(2m).

In SI units a factor μ₀ multiplies the last form.

A later comparison needs the point result beyond leading order. Put γ = √(1−Z²α²). The 1s solution is

g ∝ r^(γ−1) e^(−Zαmr), f = κg, κ = (1−γ)/(Zα) = Zα/(1+γ), E = γm.

Substitution confirms it. In the equation for g′ the 1/r terms require γ−1 = −Zακ and the constants Zα = (1+γ)κ. In the equation for f the 1/r terms require κ(γ+1) = Zα and the constants −κZα = γ−1. All four hold. Since κ² = (1−γ)/(1+γ), we have κ/(1+κ²) = Zα/2, and the normalized integral is

I_pt = (Zα/2)(2Zαm)² Γ(2γ−1)/Γ(2γ+1) = m²(Zα)³/[γ(2γ−1)].

For small Zα it tends to m²(Zα)³, which is I₀ with g₀² = 4(Zαm)³.

**The wave function near an extended nucleus**

Multiply the equation for f by r²:

(r²f)′ = r²(E−m−V) g.

Near the nucleus E−m, of order (Zα)²m, is negligible beside V, of order Zα/r. The function g may be replaced by g₀; the error is estimated below. Regularity at the origin gives

f(r) = −(g₀/r²) ∫₀ʳ V(s)s² ds.

The mass has dropped out of this equation. A potential deeper than 2m therefore does no harm to f at first order in Zα.

Because ∇²|r−r′| = 2/|r−r′|, the function U obeys ∇²U = −2V/(Zα), or V = −(Zα/2)∇²U. For a spherical function ∫₀ʳ s²∇²U ds = r²U′, so

f = g₀ Zα U′/2.

A point charge has U = r and f = g₀Zα/2, in agreement with κ ≈ Zα/2.

This also explains why the Schrödinger argument works. Let φ₀ be the point-nucleus amplitude at the origin. Near the nucleus the equation is, to first order, ∇²φ = 2mVφ₀, solved by φ = φ₀(1 − ZαmU), which joins the point-charge cusp outside. The lower component inferred from it, −g′/(2m), is g₀ZαU′/2, the same f. The true g has a different slope inside the nucleus, because 2m−V replaces 2m, but that affects I at a higher order in Zα.

**The first-order shift**

Subtract the point integrand from the extended one:

I − I_pt = (g₀²Zα/2) ∫₀^∞ [M U′ − 1] dr.

The small-r forms may be used here if the integral converges at nuclear distances. For r > r′ the angular average of the distance is

[(r+r′)³ − (r−r′)³]/(6rr′) = r + r′²/(3r),

so outside the charge U = r + ⟨r²⟩_E/(3r) and U′ − 1 = −⟨r²⟩_E/(3r²). For densities with rapidly falling tails the integrand therefore decays as 1/r², and the integral does converge there.

Division by I₀ = g₀²/(4m) gives

δ = 2Zαm ∫₀^∞ [M U′ − 1] dr.

Integrate by parts up to a large radius L:

∫₀ᴸ [M U′ − 1] dr = M(L)U(L) − L − ∫₀ᴸ M′U dr.

The term at the origin vanishes because M(0) = 0. At the upper end M(L) → 1 fast enough that L[1−M(L)] → 0, and U(L) − L → 0. Since M′ = 4πr²ρ_M, the remaining integral is r_Z. Hence

δ = −2Zαm r_Z.

For non-negative densities r_Z > 0, and the splitting is lowered. Two limits show what the convolution does. With a point charge r_Z is ⟨r⟩_M, and with point magnetization it is ⟨r⟩_E. For an exponential density either limit gives

⟨r⟩ = (k³/2) ∫₀^∞ r³e^(−kr) dr = 3/k.

When both densities are exponential the result is 35/(8k), as shown below. It is less than the sum 6/k, so the two effects do not add.

**Size of the neglected terms**

Let R be the nuclear size. The relativistic factor of the point nucleus, 1/[γ(2γ−1)] ≈ 1 + (3/2)(Zα)² for the 1s state, multiplies the whole splitting and cancels in the relative shift. It is not part of δ, but at Z = 1 it raises the splitting by 80 ppm, twice the magnitude of δ, so a total splitting must include it.

Three kinds of correction to δ itself were dropped.

First, outside the nucleus the equation for g′ contains, besides the term 2m that makes the cusp, the term Vf ≈ −(Zα/r)(Zα/2)g. Going inward from a/Z to R, it raises g by the fraction ((Zα)²/2) ln(a/(ZR)), and f with it. The Zemach term is thereby enhanced by the relative amount

(Zα)² ln(a/(ZR)),

to logarithmic accuracy.

Second, the tail of f outside the nucleus changes g by −g₀Zαm⟨r²⟩_E/(3r). Multiplied by the point-charge f and integrated from R to a/Z, this changes the splitting by a fraction of order (ZαmR)² times a logarithm. The feedback of this change of g on f, and the product of the tail of f with the cusp of g, are of the same order. Relative to δ, that is ZαmR times a logarithm.

Third, the changes of normalization and energy are also of second order in ZαmR.

The formula thus needs both Zα ≪ 1 and ZαmR ≪ 1. It fails for heavy nuclei, where Zα is no longer small, and loses accuracy for a heavier orbiting lepton, for which ZαmR is larger.

A fixed nucleus cannot decide between the electron mass and the reduced mass. The Schrödinger equation for the relative motion has the cusp set by the reduced mass, which is used for hydrogen below. The difference belongs with the recoil corrections. These are omitted, as are excitation of the proton (polarizability) and radiative corrections.

**From form factors to r_Z**

Let G_E(q) and G_M(q) be the Fourier transforms of the densities, with G(0) = 1. Two integrations by parts give

∫₀^∞ (x − sin x)/x³ dx = ½ ∫₀^∞ (1 − cos x)/x² dx = ½ ∫₀^∞ (sin x)/x dx = π/4.

With x = qs this is a formula for a distance s:

s = (4/π) ∫₀^∞ [1 − sin(qs)/(qs)] dq/q².

The factor sin(qs)/(qs) is the average of exp(iq·(r−r′)) over the direction of q. Averaged over both densities it becomes G_E G_M, so

r_Z = (4/π) ∫₀^∞ [1 − G_E(q)G_M(q)] dq/q².

For the exponential density

G = (k³/2q) ∫₀^∞ r e^(−kr) sin(qr) dr = (1+q²/k²)⁻².

Comparison with G ≈ 1 − q²R²/6, where R is now the rms radius, gives R = √12/k. For equal densities put q = kx and y = 1/(1+x²). Since 1−y = x²y,

(1−y⁴)/x² = y + y² + y³ + y⁴.

Let Jₙ = ∫₀^∞ yⁿ dx. Integrating d(xyⁿ)/dx = yⁿ − 2n(yⁿ − yⁿ⁺¹) from 0 to ∞ gives Jₙ₊₁ = Jₙ(2n−1)/(2n). Starting from J₁ = π/2, the four integrals are π/2, π/4, 3π/16 and 5π/32, with sum 35π/32. Therefore

r_Z = 35/(8k) = 35R/(8√12) = 1.263R.

Two other shapes illustrate the model dependence, without bounding it. For equal Gaussians G_E G_M = exp(−q²R²/3), and one integration by parts gives r_Z = 4R/√(3π) = 1.303R.

For equal uniform balls of radius b, ∇²U = (3b²−r²)/b³ inside. The mean distance from the centre is 3b/4, so

U = 3b/4 + r²/(2b) − r⁴/(20b³).

Averaging with ⟨r²⟩ = 3b²/5 and ⟨r⁴⟩ = 3b⁴/7 gives r_Z = b(3/4 + 3/10 − 3/140) = 36b/35. With b = √(5/3)R this is 1.328R.

There is also a bound. The mean square distance between the two distributions is ⟨r²⟩_E + ⟨r²⟩_M, because the cross term averages to zero. For non-negative densities with equal rms radii, a mean cannot exceed the corresponding rms value, so r_Z ≤ √2 R. The difference 2R² − r_Z² is the variance of the distance. The exponential has the smallest r_Z of the three shapes, and hence the largest variance.

**Hydrogen**

The input is the proton's rms charge radius, R = 0.84075 fm. The magnetic radius is assumed equal to it and both densities are taken as exponential. Then

r_Z = 1.26295 × 0.84075 fm = 1.062 fm.

The Bohr radius with the reduced mass is 52 946.5 fm, so

δ = −2 × 1.062/52 946.5 = −4.01×10⁻⁵ = −40.1 parts per million (ppm).

The Fermi splitting, with |φ(0)|² = 1/(πa³) and the same reduced-mass a, is 1418.84 MHz. The shift is

1418.84 MHz × (−40.1×10⁻⁶) = −0.0569 MHz, or about −57 kHz.

Using the electron mass in δ changes it by only 0.02 ppm. The shape of the densities matters more: at the same radii, Gaussians give −41.4 ppm and uniform balls −42.2 ppm. These three shapes do not bracket the real proton: form factors fitted to scattering data can give r_Z/R near 1.25 at equal radii, below the exponential value, and hence a shift slightly smaller than 40 ppm in magnitude. The bound √2 R = 1.189 fm limits the magnitude to 45 ppm for equal radii.

The magnetic radius matters as well. For densities of one shape r_Z is symmetric in the two radii and scales linearly when both are scaled together. At equal radii a small relative change in one of them therefore changes r_Z by half that fraction. Ten percent in the magnetic radius should give five percent of 40 ppm, or 2 ppm, and the computed values are −38.15 and −42.15 ppm. "About 40 ppm" is thus a fair statement within these models, while the decimals belong to the chosen densities. It is one contribution to the splitting, not a prediction of the measured value.

**Comparison with the full Dirac equation**

The radial equations can be solved as an eigenvalue problem with the extended V and M, without assuming that g is constant or that f is of first order. The resulting I is divided by I_pt, including its factor 1/[γ(2γ−1)]. The nucleus is fixed, so both sides use the electron mass.

For Z = 1 and the proton's size the Dirac shift is −40.157 ppm, against −40.131 ppm from the formula. The difference is 0.065% of the shift. The logarithmic estimate, with r_Z as the inner cutoff, gives (1/137)² ln(50 000) ≈ 0.058%, which accounts for most of it.

At Z = 3, with the densities unchanged to isolate the dependence on Z, the values are −120.975 and −120.394 ppm. They differ by 0.48%, and the logarithmic estimate is 0.47%.

With both radii enlarged fourfold at Z = 1, the shifts are −160.645 and −160.525 ppm. The relative difference is now 0.075%, although the logarithm has fallen to 0.050%. The logarithm alone therefore does not explain this case. Second-order size terms grow with the radius and are a plausible source of the excess, but they have not been separated here.

With the magnetic radius 1.5 times the charge radius, the Dirac result is −50.995 ppm and the formula gives −50.964 ppm. This case checks the convolution for unequal densities. The numerical output below lists all four comparisons.

Calculated quantities

```
proton rms charge radius (input): 0.8407 fm
exponential range parameter k: 4.1203 1/fm
reduced Compton wavelength: 386.16 fm
Bohr radius, reduced mass: 52946.5 fm
fine-structure constant: 0.00729735
reduced mass / electron mass: 0.9994557
depth of potential at centre: 2.967 MeV
twice electron rest energy: 1.022 MeV
r_Z / rms radius, exponential: 1.26295
same, direct space integral: 1.26295
r_Z / rms radius, Gaussian: 1.30294
r_Z / rms radius, uniform: 1.32788
Zemach radius, exponential: 1.0618 fm
delta, reduced mass: -40.11 ppm
delta, electron mass: -40.13 ppm
delta, Gaussian densities: -41.38 ppm
delta, uniform densities: -42.17 ppm
delta, magnetic radius -10%: -38.15 ppm
delta, magnetic radius +10%: -42.15 ppm
Fermi splitting: 1418.840 MHz
Zemach shift of splitting: -56.91 kHz
Dirac eigenvalue test, electron mass, shifts in ppm:
Z=1 size x1 r_M/r_E=1.0: Dirac -40.157, formula -40.131
Z=1 size x4 r_M/r_E=1.0: Dirac -160.645, formula -160.525
Z=1 size x1 r_M/r_E=1.5: Dirac -50.995, formula -50.964
Z=3 size x1 r_M/r_E=1.0: Dirac -120.975, formula -120.394
```
